\section*{Unstuck length of an S-shaped fin adhering to a rigid wall}

\section{A fin on a hinge}

A thin fin stands beside a rigid, parallel wall at distance $D$. Suppose first that its root is a frictionless hinge, which can turn but cannot move. The lower part of the fin crosses the gap over a length $a$. Above that, the fin lies flat on the wall. Adhesion favours a small $a$, because more surface is then in contact. Bending favours a large $a$, because the same gap is crossed more gently.

Let $y$ be the distance from the contact front towards the root, and $g(y)$ the distance of the fin from the wall. Slopes are small, so the curvature is $g''$. No load acts between the front and the hinge, so the bending moment is linear in $y$; at the hinge it vanishes. Hence $g''=C(a-y)$. The fin leaves the wall with $g(0)=g'(0)=0$, and two integrations give
\begin{equation}
g=C\left(\frac{ay^2}{2}-\frac{y^3}{6}\right),\qquad
g(a)=\frac{Ca^3}{3}=D,\qquad C=\frac{3D}{a^3}.
\end{equation}
Let $B$ be the bending stiffness per unit length of trench. The bending energy, also per unit length of trench, is
\begin{equation}
U_{\rm h}=\frac B2\int_0^a g''^2\,dy
=\frac B2\,\frac{9D^2}{a^6}\,\frac{a^3}{3}=\frac{3BD^2}{2a^3}.
\label{hinge}
\end{equation}
Unsticking a further length $da$ costs $W\,da$, where $W$ is the work of adhesion per unit contact area. At equilibrium this cost equals the bending energy released:
\begin{equation}
W=-\frac{dU_{\rm h}}{da}=\frac{9BD^2}{2a^4},\qquad
a=\left(\frac{9BD^2}{2W}\right)^{1/4}.
\end{equation}
A real fin has a root that resists rotation. This turns the single bend into an S and changes the numerical factor; the competition is the same.

\section{Assumptions and the modulus}

The fin has height $L$, uniform thickness $b\ll s$, and a clamped root; $s$ is now its unstuck length. Drying has brought it into contact and all liquid has gone. Adhesion is reversible and acts at contact alone. The attached part can slide along the wall, so the fin bends without being stretched. The quantity $W$ is the work to separate both surfaces: for surface energies $\gamma_1,\gamma_2$ and interface energy $\gamma_{12}$, $W=\gamma_1+\gamma_2-\gamma_{12}$.

Let $x$ run up the fin from its root, $y$ now along the trench, and $z$ across the thickness. Bending with deflection $w(x)$ towards the wall gives the strain $\epsilon_x=-zw''$, with $z$ measured from the mid-plane. With $\sigma_x=E'\epsilon_x$, the energy per unit area of fin is
\begin{equation}
\frac{E'}2w''^2\int_{-b/2}^{b/2}z^2\,dz=\frac B2w''^2,\qquad
B=\frac{E'b^3}{12}.
\end{equation}

For a narrow strip $E'$ is Young's modulus $Y$. A fin long along the trench cannot contract in that direction, so $\epsilon_y=0$, while its free faces give $\sigma_z=0$. In an isotropic material,
\begin{equation}
0=\frac{\sigma_y-\nu\sigma_x}{Y}\ \Rightarrow\ \sigma_y=\nu\sigma_x,
\qquad
\epsilon_x=\frac{\sigma_x-\nu\sigma_y}{Y}
=\frac{1-\nu^2}{Y}\sigma_x ,
\end{equation}
so $E'=Y/(1-\nu^2)$. This plane-strain modulus, written $E$ in the program, is the one that applies to the long fin.

For a cubic crystal take the height along $[001]$, the trench along $[110]$ and the thickness along $[1\bar10]$. A strain $\epsilon_z$ along $[1\bar10]$ has cube-axis components $e_{11}=e_{22}=\epsilon_z/2$ and $e_{12}=-\epsilon_z/2$. The stress it causes along its own direction is
\begin{equation}
\tfrac12(\sigma_{11}+\sigma_{22})-\sigma_{12}
=c'\epsilon_z,\qquad c'=\tfrac12(c_{11}+c_{12}+2c_{44}),
\end{equation}
and along $[001]$ it is $c_{12}\epsilon_z$. The free faces require $c_{12}\epsilon_x+c'\epsilon_z=0$, so $\epsilon_z=-c_{12}\epsilon_x/c'$ and
\begin{equation}
\sigma_x=c_{11}\epsilon_x+c_{12}\epsilon_z
\quad\Rightarrow\quad E'=c_{11}-\frac{c_{12}^2}{c'} .
\label{cubic}
\end{equation}

\section{The clamped fin}

\subsection{Shape and bending energy}

At fixed $s$ the unloaded span obeys $Bw''''=0$, so $w$ is a cubic. The clamp gives $w(0)=w'(0)=0$, leaving $w=c_2x^2+c_3x^3$. At the front $w(s)=D$. The slope there is zero because the attached part is flat: a slope jump $\Delta$ spread over a length $\delta$ would cost $B\Delta^2/(2\delta)$, which diverges as $\delta\to0$. Therefore
\begin{align}
2c_2s+3c_3s^2=0&\ \Rightarrow\ c_2=-\tfrac32c_3s,\\
c_2s^2+c_3s^3=-\tfrac12c_3s^3=D&\ \Rightarrow\
c_3=-\frac{2D}{s^3},\quad c_2=\frac{3D}{s^2}.
\end{align}
The shape and its curvature are
\begin{equation}
w=D\left(\frac{3x^2}{s^2}-\frac{2x^3}{s^3}\right),\qquad
w''=\frac{6D}{s^2}\left(1-\frac{2x}{s}\right).
\end{equation}
The curvature changes sign at mid-span, which makes the S. Since $\int_0^s(1-2x/s)^2dx=s/3$,
\begin{equation}
U=\frac B2\,\frac{36D^2}{s^4}\,\frac s3
=\frac{6BD^2}{s^3}=\frac{E'b^3D^2}{2s^3}.
\label{U}
\end{equation}
At equal span this is four times the hinged energy (\ref{hinge}).

\subsection{Equilibrium}

Measured from the free, upright fin, the total energy is
\begin{equation}
F(s)=\frac{E'b^3D^2}{2s^3}-W(L-s),\qquad
F'(s)=-\frac{3E'b^3D^2}{2s^4}+W .
\end{equation}
Setting $F'=0$ gives
\begin{equation}
\boxed{\,s_*=\left(\frac{3E'b^3D^2}{2W}\right)^{1/4},\qquad L>s_*\,}
\label{result}
\end{equation}
and $F''=6E'b^3D^2/s^5>0$ makes it a minimum. The clamp has lengthened the hinged result by $4^{1/4}=\sqrt2$. Small changes of the inputs give
\begin{equation}
\frac{ds_*}{s_*}=\frac14\frac{dE'}{E'}+\frac34\frac{db}{b}
+\frac12\frac{dD}{D}-\frac14\frac{dW}{W},
\end{equation}
so thickness needs the best relative accuracy, while an error in $W$ has a weaker effect on $s_*$. The value of $W$ can still decide whether a stuck equilibrium exists at all.

There is an equivalent local condition. The curvature at the front has magnitude $\kappa_0=6D/s^2$, and
\begin{equation}
-\frac{dU}{ds}=\frac{18BD^2}{s^4}=\frac B2\kappa_0^2=W
\quad\Rightarrow\quad \kappa_0=\sqrt{\frac{2W}{B}} .
\label{front}
\end{equation}
The largest strain, at the fin faces at the root and the front, is then
\begin{equation}
\epsilon_{\max}=\frac{b\kappa_0}{2}
=\frac b2\sqrt{\frac{24W}{E'b^3}}=\sqrt{\frac{6W}{E'b}} .
\end{equation}
It does not depend on $D$: a wider gap is crossed over a longer span, with the same end curvature.

\subsection{Two height conditions}

If $L<s_*$, then $F'<0$ for every $s<L$. The front moves to the top and the S shape is lost. If $L>s_*$ there is a stuck equilibrium, but it need not have the lowest energy. Equation (\ref{result}) gives $E'b^3D^2=2Ws_*^4/3$, so $U(s_*)=Ws_*/3$ and
\begin{equation}
F(s_*)=\frac{Ws_*}{3}-W(L-s_*)=W\left(\frac{4s_*}{3}-L\right).
\label{F}
\end{equation}
For $s_*<L<4s_*/3$ the stuck fin is metastable. For $L>4s_*/3$ it lies below the free fin.

When the front reaches the top, the constraint of zero slope disappears. A fin touching at its tip has a clamp at one end and no moment at the other, which is the hinged problem turned end for end. Its energy is (\ref{hinge}) with $a=L$, or $E'b^3D^2/(8L^3)$. It has no flat adhering area, but a real short-range attraction can still hold a sharp edge. The tip slope is $\theta=3D/(2L)$, so the gap grows in proportion to the distance from the edge, and the attraction adds up to a pull of about $W/\theta$ per unit length of trench, provided its range is much smaller than $D$. The elastic force is $3BD/L^3$. The tip therefore springs back only if $W$ is below about $9BD^2/(2L^4)$, that is, if $L$ is below about $s_*/\sqrt2$.

Within this model, a fin has no S-shaped equilibrium if $W<3E'b^3D^2/(2L^4)$. This criterion concerns the S shape after drying. Release of a sharp tip needs a $W$ about four times smaller still. Neither condition says whether capillary forces bring the fin to the wall.

\section{A tall silicon fin}

The example is a silicon fin after the wet clean that precedes dielectric filling of the isolation trench. The wall is the side of a much thicker block. Illustrative values are $b=10$ nm, $D=15$ nm, $L=250$ nm and $W=0.15$ J/m$^2$, with $c_{11},c_{12},c_{44}=166,64,80$ GPa. Equation (\ref{cubic}) gives $c'=195$ GPa and $E'=166-64^2/195=145$ GPa. Since $1\ {\rm GPa\,nm}=1\ {\rm J/m^2}$,
\begin{equation}
s_*^4=\frac{1.5\times145\times10^3\times15^2}{0.15}\ {\rm nm^4}
=3.26\times10^8\ {\rm nm^4},\qquad s_*=134\ {\rm nm}.
\end{equation}
The upper 116 nm remain attached. The second height condition is $4s_*/3=179$ nm, so this fin is stuck in its lower-energy state. The bending energy is 6.7 nJ/m and the adhesion energy gained is 17.3 nJ/m, which leaves $F=-10.6$ nJ/m. Tip contact alone would store 0.26 nJ/m.

As a test, the bending energy of a discretized fin was minimized for successive contact positions 1 nm apart, without imposing zero slope at the front. The total energy was least at 134.0 nm, against 134.4 nm from (\ref{result}), and the second height condition came out at 178.9 nm, against 179.2 nm. The zero slope is therefore an outcome of energy minimization.

At fixed $b$, $D$, $L$ and $E'$, (\ref{result}) gives $s_*=L$ at $W=0.15(134.4/250)^4=0.013$ J/m$^2$. Below that value no S shape survives. The free state has the lower energy up to $W=0.15(179.2/250)^4=0.040$ J/m$^2$.

\section{Corrections}

\subsection{Taper, shear and a soft root}

A flexibility matrix handles these three together. Let $M_s$ be the moment at the front and $V$ the transverse force, so that $M(x)=M_s+V(s-x)$. Let the root rotate by $\phi M(0)$, and let $K=\frac56Gb$ be the shear stiffness, with $G=c_{44}$ here. Suppose for now that the section at the front cannot rotate. Zero rotation and deflection $D$ at the front then require
\begin{align}
0&=\int_0^s\frac{M}{B}\,dx+\phi M(0),\\
D&=\int_0^s\frac{(s-x)M}{B}\,dx+\phi sM(0)+V\int_0^s\frac{dx}{K}.
\end{align}
Here $B$ and $K$ may vary with $x$. Solve these two linear equations for $V$; the energy is $U=VD/2$, since the end moment does no work. Then minimize $U+Ws$ over $s$. The minimum divided by $W$ is the height above which the stuck state has the lower energy.

For uniform $B$ and no shear, put $\lambda=B\phi$. The equations become
\begin{align}
0&=(s+\lambda)M_s+\left(\tfrac12s^2+\lambda s\right)V,\\
BD&=\left(\tfrac12s^2+\lambda s\right)M_s
+\left(\tfrac13s^3+\lambda s^2\right)V .
\end{align}
Eliminating $M_s$ leaves $BD(s+\lambda)=V\Delta$, with
\begin{equation}
\Delta=(s+\lambda)\left(\tfrac13s^3+\lambda s^2\right)
-\left(\tfrac12s^2+\lambda s\right)^2
=\tfrac1{12}s^3(s+4\lambda),
\end{equation}
so that
\begin{equation}
U=\frac{6BD^2}{s^3}\,\frac{s+\lambda}{s+4\lambda}.
\end{equation}
The limit $\lambda\to0$ is the clamp and $\lambda\to\infty$ the hinge. For small $\lambda/s$, $U\simeq6BD^2(s^{-3}-3\lambda s^{-4})$. Its derivative gives $W\simeq18BD^2s^{-4}(1-4\lambda/s)\simeq18BD^2/(s+\lambda)^4$, hence $s\simeq s_*-\lambda$.

To estimate $\phi$, treat the base as an isotropic elastic half-plane under the linear root stress $p=12Mu/b^3$. Its surface displacement is $-(2/\pi E')\int p(v)\ln|u-v|\,dv$, up to a constant. Defining the rotation by the work done,
\begin{equation}
\phi=-\frac{288}{\pi E'b^2}
\int_{-1/2}^{1/2}\!\!\int_{-1/2}^{1/2}uv\ln|u-v|\,du\,dv
=\frac{18}{\pi E'b^2},
\end{equation}
because the double integral is $-1/16$. To see this, put $r=|u-v|$ and $c=(u+v)/2$, so that $uv=c^2-r^2/4$ with $|c|\le(1-r)/2$. Integrating over $c$ leaves $2\int_0^1\ln r\,[(1-r)^3/12-r^2(1-r)/4]\,dr$, and $\int_0^1r^n\ln r\,dr=-1/(n+1)^2$ gives $2(-25/576+7/576)=-1/16$. Thus $\lambda=3b/(2\pi)=4.8$ nm. The full minimization gives $s=130$ nm, a change of $-3.3\%$; in two-dimensional elasticity of the cubic crystal the base shortens $s$ by about 3.5 nm, so this isotropic estimate is somewhat large. Shear within the span changes $s$ by $-0.5\%$ if the front section is held against rotation. The front is itself soft, however. In the attached part the section rotation $\psi$ obeys $B\psi''=K\psi$ and decays over $\sqrt{B/K}=4.3$ nm, which acts like a second $\lambda$ of that size and brings the shear-corrected length to 130 nm, or $-3.4\%$. Two-dimensional plane-strain elasticity with a sliding contact gives 128 nm ($-4.5\%$) for a clamped root and about 125 nm ($-7\%$) on an elastic base. A linear taper from 10 nm at the top to 12 nm at the root raises $s$ to 150 nm, or $+12\%$, and the second height condition to 198 nm, if the thickness at each distance from the root is kept the same as the height is varied. These taper figures keep the gap at 15 nm and the front slope at zero. The sloping faces of a tapered fin also make the gap vary with height, which changes $s$ by $+1$ nm if the 15 nm gap is measured at the root and by $-4$ nm if it is measured at the top, for a vertical wall; a wall with the same slope doubles these shifts.

\subsection{Large slopes}

Let $\theta(\ell)$ be the angle of the fin from the vertical at arc length $\ell$. Minimizing $\int\frac12B\theta'^2d\ell$ at fixed $\int\sin\theta\,d\ell=D$, with multiplier $V$, means using the integrand $\frac12B\theta'^2-V\sin\theta$. It has the first integral $\frac12B\theta'^2+V\sin\theta=H$, and moving the end point gives $dU/ds=-H$. Equilibrium is therefore $H=W$. At either end $\theta=0$, so (\ref{front}) survives at large slopes. At the greatest angle $\theta_m$, $V\sin\theta_m=W$, and by symmetry
\begin{equation}
\{s,D\}=\frac2{\kappa_0}\int_0^{\theta_m}
\frac{\{1,\sin\theta\}\,d\theta}{\sqrt{1-\sin\theta/\sin\theta_m}} .
\end{equation}
Find $\theta_m$ from $D$, then evaluate $s$. For small angles the integrals give $s=4\theta_m/\kappa_0$ and $D=8\theta_m^2/(3\kappa_0)$. Then $s^2=6D/\kappa_0$, which is (\ref{result}) again. In the example $\theta_m=9.6^\circ$ and $s$ changes by $+0.3\%$.

\subsection{An attached part that cannot slide}

Crossing the gap obliquely needs extra length. For the cubic shape it is
\begin{equation}
\frac12\int_0^sw'^2dx=\frac{18D^2}{s^4}\int_0^s
x^2\left(1-\frac xs\right)^2dx=\frac{3D^2}{5s}.
\end{equation}
If the attached part is held at its unstretched position, the span carries the uniform strain $3D^2/(5s^2)$. The added energy is
\begin{equation}
\frac{E'bs}{2}\left(\frac{3D^2}{5s^2}\right)^2
=\frac{9E'bD^4}{50s^3}
=\frac{9}{25}\left(\frac Db\right)^2U .
\end{equation}
The energy factor is $1+0.36(1.5)^2=1.81$. Letting the shape relax within a family of polynomials lowers it to 1.785; the exact shape of a beam under tension gives 1.784. Both energies vary as $s^{-3}$, so $s=1.785^{1/4}s_*=155$ nm, or $+16\%$, and the second height condition becomes 207 nm. The small-slope formula thus needs more than small slopes: once $D$ is comparable with $b$, it also needs sliding.

\subsection{Surfaces and strength}

If the 10 nm thickness includes a 1 nm oxide skin on each side, with $E'_{\rm ox}=72$ GPa, the bending stiffness is multiplied by
\begin{equation}
\frac{145\times8^3+72\,(10^3-8^3)}{145\times10^3}=0.75 .
\end{equation}
The fourth root gives $s=125$ nm, or $-7\%$.

Adhesion has a finite range. Near the front the gap is $\kappa_0x_f^2/2$, where $x_f$ is the distance from it. With $\kappa_0=0.0050$ nm$^{-1}$ and an assumed range of 0.2 nm, the front is smeared over $x_f=9$ nm. This is a scale for the uncertainty of its position, not a computed shift.

For the fin that can slide, the peak strain is 2.5\% and the peak stress 3.6 GPa. The edge-crack estimate $1.12^2\pi f\sigma^2/E'$, for a surface flaw of depth $f=1$ nm, gives an energy release of 0.35 J/m$^2$. That is well below the fracture energy of silicon, roughly 3 J/m$^2$, so such a flaw is not expected to grow. Deeper flaws, the stress concentration at a sharp root corner and nonlinear elasticity are outside this estimate.

\section{Use for real structures}

The chosen fin is thin and tall, as in dense isolation trenches, and its height is on the large side. Its least certain input is $W$, which depends on surface chemistry, roughness and any bonds formed during drying. The value used here supposes smooth walls in close contact. Rough walls that touch at few points can have a $W$ below the 0.013 J/m$^2$ found above, and then no S shape survives. With everything else fixed, $W=0.05$ J/m$^2$ gives 177 nm and $W=0.30$ J/m$^2$ gives 113 nm. In a dense array the assumption of a rigid wall fails. Two identical fins that meet midway each bend by $D/2$ and store together $2\times6B(D/2)^2/s^3=3BD^2/s^3$, half of (\ref{U}). The length falls by the factor $2^{-1/4}$, to 113 nm. Each correction of the previous section, taken alone, leaves a stuck equilibrium at $L=250$ nm, and so do the yielding wall and the two values of $W$ just given. Combinations can alter which state is lower: with $W=0.05$ J/m$^2$ and no sliding, the threefold smaller $W$ lengthens the 155.3 nm found without sliding to $s=155.3\times3^{1/4}=204.4$ nm and $4s/3=273$ nm, so the stuck fin is then metastable.

A porous organosilicate line of ordinary height behaves differently. Take the rough values $Y=8$ GPa, $\nu=0.25$, $b=D=20$ nm, $L=60$ nm and $W=0.05$ J/m$^2$. Then $E'=8.5$ GPa and the required unstuck length is 169 nm, almost three times the height. The model has no S-shaped equilibrium for this line, and $W$ is also far too small to hold its tip. Formally, an S shape would need $W=0.05(169/60)^4\simeq3$ J/m$^2$, or about 1.4 J/m$^2$ once shear and a soft root are included, and roughly 0.8 J/m$^2$ when the front can rotate as well, since all three matter in so squat a line. An S squeezed into 60 nm would have a peak strain $3bD/L^2=0.33$, far beyond linear elasticity, so these values show the size of the margin and are not predictions. Permanent deformation or fracture during drying could still leave such a line bent, and must be assessed separately.

The numerical output lists the inputs and results at higher resolution than the rough material data justify.

\section*{Table of computed values}
\begin{verbatim}
Silicon constants c11, c12, c44: 166, 64, 80 GPa
Plane-strain modulus along fin height: 145.0 GPa
Thickness b, gap D, height L: 10, 15, 250 nm
Work of adhesion W: 0.15 J/m2
Bending stiffness B per trench length: 12083 nN nm
Unstuck length s, formula: 134.4 nm
Unstuck length, finite differences (1 nm scan): 134.0 nm
Unstuck length, flexibility method: 134.4 nm
Attached length L - s: 115.6 nm
Height where sticking wins, 4s/3: 179.2 nm
Same height, finite differences: 178.9 nm
Bending energy at equilibrium: 6.72 nJ/m
Adhesion energy gained, W(L-s): 17.34 nJ/m
Total energy relative to free fin: -10.62 nJ/m
Energy with tip contact only: 0.261 nJ/m
Front curvature: 0.00498 1/nm
Peak bending strain: 2.49 %
Peak bending stress: 3.61 GPa
Largest slope angle (elastica): 9.6 deg
W = 0.05 J/m2: s = 176.9 nm, change +31.6 %
W = 0.30 J/m2: s = 113.0 nm, change -15.9 %
Large slopes: s = 134.8 nm, change +0.3 %
Shear: s = 133.7 nm, change -0.5 %
Elastic root (isotropic estimate): s = 130.0 nm, change -3.3 %
Taper to 12 nm at root: s = 150.2 nm, change +11.7 %
Height where sticking wins, tapered fin: 197.7 nm
No sliding, stretched fin: s = 155.3 nm, change +15.6 %
Energy factor from stretching: 1.785
Energy factor from stretching, cubic shape: 1.810
Height where sticking wins, no sliding: 207.1 nm
Oxide plane-strain modulus: 72.1 GPa
Oxide skin 1 nm per side within b: s = 125.3 nm, change -6.8 %
Wall replaced by an identical yielding fin: s = 113.0 nm, change -15.9 %
Assumed range of adhesion: 0.2 nm
Length over which the front is smeared: 9.0 nm
Crack energy release, 1 nm surface flaw: 0.35 J/m2
Low-k line: Young's modulus 8 GPa, Poisson ratio 0.25
Low-k line: plane-strain modulus 8.53 GPa
Low-k line: b, D, L = 20, 20, 60 nm
Low-k line: W = 0.05 J/m2
Low-k line: unstuck length needed 169.2 nm
Low-k line: S-shaped equilibrium exists: no
\end{verbatim}
